Film thickness or arm length in the threading-dislocation force?

**Question**

I am estimating the critical thickness of a strained (001) film with dislocations gliding on {111} planes. The film has thickness h and equal biaxial stress σ. I resolve the stress onto the slip system,

τ = σ cos λ cos φ,

and take τbh as the force that pulls a threading dislocation along and lays down misfit dislocation behind it. A colleague writes σbh cos λ, with no cos φ. It looks as if she has forgotten half of the Schmid factor. Which force is right, and does the difference matter for a real film?

**Answer**

Your resolved stress is right, but the length you multiply it by is not. The Peach–Koehler force τb is a force per unit length of dislocation, and the threading arm lies in an inclined plane, so it is longer than the film is thick. The extra length removes cos φ, and your colleague's expression is the correct one.

**Geometry and assumptions**

Let y run along the misfit line, x lie in the interface normal to that line, and z be the film normal. The glide plane contains y and makes an angle α with the interface. Its unit normal is

n = (sin α, 0, cos α).

Here φ is the angle between n and x, so cos φ = sin α. The angle between the Burgers vector b and x is λ, so b_x = b cos λ. I choose signs so that slip relaxes the film, and quote forces as magnitudes.

I assume small strains, a traction-free surface, a thick substrate without misfit stress, and a misfit line already much longer than h. The arm can then advance along y without changing shape, and its own energy stays constant.

**The straight arm**

The film stress has σ_xx = σ_yy = σ and no other components. The shear stress on the glide plane in the direction of b is

τ = n·σ·b/b = σ(n_x b_x + n_y b_y)/b.

Since n_y = 0, the stress along the misfit line drops out:

τ = σ sin α cos λ = σ cos φ cos λ.

Now take an arm that crosses the film at right angles to y. It climbs a height h along a slope of angle α, so its length is

L = h/sin α = h/cos φ.

The driving force is therefore

F = τbL = (σ cos λ cos φ) b (h/cos φ) = σbh cos λ.

Your product τbh equals F cos φ. For {111} planes in an (001) film cos φ = √(2/3) ≈ 0.816, so it is 18.4% below the correct force.

**An arm of any shape**

A real arm need not be straight or normal to y. For a line element dl the Peach–Koehler force is

dF = (σb) × dl, with σb = (σ_xx b_x, σ_yy b_y, 0).

The y component of the cross product is

dF_y = (σb)_z dx − (σb)_x dz = −σ_xx b_x dz.

The first term vanishes because (σb)_z = 0. Integrating from interface to surface gives

|F_y| = b_x ∫₀ʰ σ_xx dz,

which is σbh cos λ for uniform stress. The shape of the arm has disappeared, and the formula also covers a stress that varies through the thickness. This component is entirely a glide force, because the part of the force normal to the glide plane points along n, which has no y component.

The distinction between a component and a total matters here. Suppose a straight arm makes an angle ψ with the misfit line within the glide plane. Its length is h/(sin α sin ψ), so its total glide force, τbh/(sin α sin ψ), is larger than F. That force is perpendicular to the arm, and its component along y carries a factor sin ψ. The product is again τbh/sin α. The rest of the force points up or down the slope and does no work when the arm translates along y.

**The same force from the film's energy**

Imagine parallel glide planes, spaced a distance p apart as measured along x, that have slipped by b through the whole film. Going a distance p along x at any height, one crosses one slipped plane and meets a displacement jump b_x. The mean elastic strain along x therefore falls by b_x/p.

To first order in 1/p, the energy released per unit interface area is stress times strain change times thickness:

ΔW = σ(b_x/p)h.

Changes in the other strain components release nothing at this order: σ_zz and the shear stresses vanish, and the slip leaves the mean ε_yy unchanged because n_y = 0. Each area of width p contains one misfit line, so the release per unit length of line is

pΔW = σb_x h = σbh cos λ.

The second-order term in ΔW varies as 1/p². After multiplication by p it vanishes for widely spaced lines. The energy of the dislocation's own field is counted separately, as the resistance below.

**What cancels and what remains**

Only the explicit factor cos φ cancels. The inclination still matters, because a gliding dislocation has b in its glide plane. If β is the angle between b and the misfit line, the part of b pointing up the slope is b sin β, and its projection on x gives

cos λ = sin β cos α.

At fixed β the two expressions become

correct: F = σbh sin β cos α

short rule: τbh = σbh sin β sin α cos α.

For a steep plane, α → 90°, both go to zero because b_x does. Their ratio is sin α, so the short rule becomes accurate in relative terms for steep planes (3% low at α = 75°), but the force it approximates is then small, and it vanishes for a vertical plane. For a shallow plane, α → 0, the short rule also goes to zero, whereas the correct force tends to σbh sin β: the resolved stress falls as sin α while the arm grows as 1/sin α. That limit requires a film wide enough to hold the long arm.

**The resistance**

When the arm advances by dy, the misfit line grows by dy and costs its energy per unit length, E(h). The dependence of E on h follows from the attraction of a dislocation at depth h to the free surface. I take film and substrate to be isotropic with the same shear modulus G and Poisson ratio ν.

Put the surface at z = 0 and the line below the origin. Use right-handed axes (x, z, w), with w along the line, and write r² = s² + h² for a surface point at x = s. With D = G/[2π(1−ν)], the standard fields of a dislocation in an infinite solid give these surface tractions:

t_x = D(s²−h²)(b_x s + b_z h)/r⁴

t_z = D[b_x h(s²−h²) + b_z s(s²+3h²)]/r⁴

t_w = G b_w s/(2πr²).

A free surface has no traction, so −t must be added. A line load P on the surface produces the radial stress −2P·e/(πr), where e points from the load to the field point; a load P_w along the line produces the shear stress −P_w/(πr). At the dislocation, e = (−s, −h)/r. With P = −t ds, the radial stress from one surface strip is

dσ_rr = 2(t·e)ds/(πr) = −2D[b_x(s²−h²) + 2b_z sh]ds/(πr⁴).

Its components are dσ_xx = dσ_rr s²/r² and dσ_xz = dσ_rr sh/r². The force per unit length toward the surface is −(σ_xx b_x + σ_xz b_z + σ_xw b_w). The edge part is therefore

(2D/π) ∫ [b_x(s²−h²) + 2b_z sh][b_x s² + b_z sh]/r⁶ ds.

The mixed terms in b_x b_z are odd in s and integrate to zero. Over the whole line, ∫s⁴/r⁶ ds = 3π/(8h) and ∫s²h²/r⁶ ds = π/(8h). The coefficients of b_x² and b_z² are then both π/(4h), and the edge part is D(b_x² + b_z²)/(2h).

For the screw part, dσ_xw = −t_w s ds/(πr²), and the force is

(G b_w²/2π²) ∫ s²/r⁴ ds = G b_w²/(4πh).

With b_x² + b_z² = b² sin²β and b_w² = b² cos²β, the sum is K/h, where

K = G b²(1 − ν cos²β)/[4π(1−ν)].

Moving the line deeper works against this attraction, so dE/dh = K/h and

E(h) = K[ln(h/b) + c].

The constant c contains a small elastic part that does not depend on h, roughly 0.3 to 0.6 here depending on how the core region is cut out, together with the core energy and the cutoff, which linear elasticity cannot supply. I take c = 1 and test other values below.

**Critical thickness**

The arm is in balance when F = E:

σb cos λ h_c = K[ln(h_c/b) + 1].

With A = K/(σb cos λ), this reads

h_c/[ln(h_c/b) + 1] = A.

For h > b the left side increases with h, since its derivative has the sign of ln(h/b). When A > b there is thus one root above b. A root below b has no meaning in a continuum model.

The short rule replaces A by A/cos φ and gives a larger thickness h_s. Dividing the two conditions,

h_s/h_c = (1/cos φ)[ln(h_s/b) + 1]/[ln(h_c/b) + 1].

The logarithmic ratio exceeds one, so the error in thickness is larger than the factor 1/cos φ.

**A silicon-germanium film**

Take rough values for a film with about 20% germanium on Si(001): misfit f = 0.008, h = 19 nm, b = 0.384 nm, and model elastic constants close to silicon's, C₁₁, C₁₂, C₄₄ = 166, 64, 80 GPa. The dislocation is of 60° type, with cos λ = 0.5.

Setting σ_zz = 0 gives ε_zz = −2(C₁₂/C₁₁)f, and hence

σ = (C₁₁ + C₁₂ − 2C₁₂²/C₁₁)f = 180.7 GPa × 0.008 = 1.445 GPa.

The film is compressed; this is the magnitude. The resolved stress is

τ = 1.445 × 0.5 × 0.8165 = 0.590 GPa.

Since 1 GPa nm² = 1 nN, the two forces are

correct: 0.590 × 0.384 × 23.27 = 5.27 nN (32.9 eV/nm)

short rule: 0.590 × 0.384 × 19 = 4.30 nN.

An oblique arm with ψ = 60° is 26.87 nm long and feels a total glide force of 6.09 nN, but its component along the misfit line is again 5.27 nN.

The Voigt average of the cubic constants gives G = 68.4 GPa and ν = 0.217, hence K = 0.969 nN. The resistance is

E = 0.969 × [ln(19/0.384) + 1] = 4.75 nN.

The correct force exceeds this by 0.52 nN, so the model says that the arm advances. The short rule falls 0.45 nN below it and predicts a stable film. The critical thicknesses are 16.7 nm and 21.5 nm, a ratio of 1.29, compared with 1/cos φ = 1.22.

**How far to trust the 16.7 nm**

Changing one ingredient at a time, with the others held fixed, moves h_c as follows:

- Cubic anisotropy in the line energy: 16.1 nm.
- A film modulus reduced to 0.956 of silicon's, for the softer alloy: 17.6 nm.
- Additional thermal misfit at a growth temperature of 823 K, with a rough expansion difference of 6×10⁻⁷ K⁻¹ (extra misfit 0.0003): 15.9 nm.
- A surface-step cost of 0.40 nN, from a rough facet estimate (1.2 J/m² times b sin β): 18.5 nm.
- A core constant c of 0, ln 4 or ln 8: about 12, 18 or 21 nm. The last value corresponds roughly to a core radius near b/4, so c alone can lift h_c above 19 nm.
- The misfit for 20% germanium taken as 0.0083 (linear interpolation of lattice parameters) or 0.0075 (with bowing): 15.9 or 18.1 nm.
- Dissociation into partials, usual for 60° dislocations in silicon and ignored above: a rough bulk estimate with a stacking-fault energy near 0.06 J/m² and the same cutoff lowers E by about 0.6 nN and gives about 14 nm.

The softer film, the step cost and c = ln 4 together give 21.2 nm. The verdict for this particular 19 nm film is therefore not secure. That does not rescue the short rule: the 18.4% force error is geometric and remains whatever line energy is chosen.

The balance also assumes equilibrium, which needs threading dislocations that are present and mobile. With a rough glide barrier of 2.2 eV, and with stress and prefactor held fixed, cooling from 823 K to 673 K slows glide by a factor of about 1000. A barrier of 2.0 eV would make this factor about 500. Even at 823 K the 19 nm film would relax very little: the excess force of 0.52 nN corresponds to only about 58 MPa on the arm, glide is slow, and few threading arms are present. Layers grown near or below this temperature can remain almost fully strained at several times the equilibrium thickness. The balance tells you when the motion of an existing arm lowers the total energy; it does not tell you how fast the film relaxes. The numerical output below lists the main inputs and results.

Numbers as computed

```
Lattice parameter (rough): 0.543 nm
Misfit strain (rough): 0.0080
Film thickness: 19.0 nm
Cubic constants C11, C12, C44 (rough): 166, 64, 80 GPa
Burgers vector length: 0.3840 nm
cos(lambda): 0.5000
cos(phi): 0.8165
Glide-plane angle to interface: 54.74 deg
Angle of b to misfit line: 60.00 deg
Biaxial modulus: 180.7 GPa
Film stress: 1.445 GPa
Resolved shear stress: 0.590 GPa
Length of arm normal to misfit line: 23.27 nm
Correct driving force: 5.272 nN
Correct driving force: 32.90 eV/nm
Short-rule force: 4.304 nN
Short-rule underestimate: 18.4 %
Force from film energy release: 5.272 nN
Force along y on curved arm: 5.272 nN
Length of oblique 60 deg arm: 26.87 nm
Total glide force on oblique arm: 6.087 nN
Its component along misfit line: 5.272 nN
Average shear modulus: 68.4 GPa
Average Poisson ratio: 0.217
Line-energy factor K: 0.9691 nN
Line resistance at film thickness: 4.750 nN
Critical thickness, correct force: 16.66 nm
Critical thickness, short rule: 21.50 nm
Ratio of critical thicknesses: 1.290
Anisotropic line-energy factor: 0.9443 nN
h_c with anisotropic line energy: 16.12 nm
Film modulus ratio, alloy to silicon: 0.956
h_c with softer alloy film: 17.63 nm
Growth temperature (rough): 823 K
Extra misfit at growth temperature: 0.000315
h_c with extra thermal misfit: 15.87 nm
Surface energy (rough): 1.2 J/m^2
Surface-step cost, facet estimate: 0.399 nN
h_c with surface-step cost: 18.46 nm
h_c with core constant 0: 12.03 nm
h_c with core constant ln 4: 18.35 nm
h_c with raising effects combined: 21.22 nm
Glide barrier (rough): 2.2 eV
Cooled temperature: 673 K
Glide slowing factor on cooling: 1006
```
